# The Fang-Howard Width Parameter and the 11/32 Weight of Inversion Charge, part 2

Electrons in a semiconductor ($z>0$, permittivity $\kappa$) are held against an impenetrable barrier at $z=0$ by a positively charged gate beyond it. We seek the width of this inversion layer by minimising its Hartree energy. Per unit area there are $N_s$ inversion electrons and $N_d$ fixed, negatively charged acceptors, the latter spread uniformly over a depletion layer of thickness $z_d$. The mass along $z$ is $m$, in free-electron masses. The algebra is in atomic units, with $4\pi\varepsilon_0=1$; numerical values are in eV and Å.

Assumption 2 is that the temperature is zero and one subband is occupied. All electrons share the trial function

$$\psi(z)=\left(\frac{b^3}{2}\right)^{1/2} z\,e^{-bz/2},\qquad b>0. \tag{1}$$

Angle brackets denote averages over $\rho=\psi^2$, taken independently for $z$ and $z'$. The fraction of electrons beyond $z$ is $S(z)$, so $S'=-\rho$ and $S(0)=1$. For (1), $\langle z\rangle=3/b$, the rms spread is $\sqrt3/b$, the density peaks at $2/b$, and $\int_0^\infty S^2dz=33/(16b)$.

An electron's potential energy is $V=V_d+V_s$, from depletion and inversion charge respectively, with $V(0)=0$. With $\mathcal E$ the electric field along $z$,

$$V'(z)=\mathcal E(z)=\frac{4\pi}{\kappa}\left[N_d\left(1-\frac{z}{z_d}\right)+N_sS(z)\right]. \tag{5}$$

For $bz_d\gg1$ the ratio $z/z_d$ is dropped:

$$V'(z)=\frac{4\pi}{\kappa}\left[N_d+N_sS(z)\right], \tag{11}$$

$$V_d(z)=\frac{4\pi N_d}{\kappa}z,\qquad
V_s(z)=\frac{4\pi N_s}{\kappa}\int_0^z S(t)\,dt
=\frac{4\pi N_s}{\kappa}\int_0^\infty\min(z,z')\,\rho(z')\,dz'. \tag{4}$$

Integration by parts gives $\langle V_s\rangle=(4\pi N_s/\kappa)\int S^2dz$.

With $T=b^2/(8m)$ the kinetic energy along $z$, the Hartree energy per electron, without the in-plane kinetic energy, exchange, correlation and the image potential, is

$$E(b)=T+\langle V_d\rangle+\frac12\langle V_s\rangle=\frac{b^2}{8m}+\frac{12\pi N^*}{\kappa b},\qquad N^*=N_d+\frac{11}{32}N_s. \tag{12}$$

The factor $\frac{11}{32}$ is called the weight. The condition $E'(b)=0$, equivalent to $2T=12\pi N^*/(\kappa b)$, gives the only minimum:

$$b^3=\frac{48\pi m}{\kappa}\left(N_d+\frac{11}{32}N_s\right), \tag{3}$$

$$E_{\min}=3T=\frac{3b^2}{8m}. \tag{13}$$

### The weight as a balance of forces

**Proposition 1.** Let the potential $V$ be frozen, and let the trial function be varied in it by changing $b$. The energy $T+\langle V\rangle$ is stationary when

$$2T=\langle zV'\rangle. \tag{14}$$

If $V$ is the potential produced by the same trial function, this condition gives (3), with the weight $\frac{11}{32}$.

*Proof.* In the variable $x=bz$ the density does not depend on $b$, so $\langle V\rangle=\int_0^\infty\frac{x^2}{2}e^{-x}V(x/b)\,dx$. Its derivative with respect to $b$ at fixed $V$ is $-\langle zV'\rangle/b$, since $d(x/b)/db=-z/b$. The derivative of $T\propto b^2$ is $2T/b$. Their sum vanishes when (14) holds.

Now insert (11). The inversion part contains

$$\langle zS\rangle=-\int_0^\infty zSS'dz=-\frac12\int_0^\infty z\,(S^2)'dz=\frac12\int_0^\infty S^2dz=\frac{33}{32\,b}.$$

Hence $2T=(4\pi/\kappa)\,[\,3N_d/b+33N_s/(32b)\,]=12\pi N^*/(\kappa b)$. This is the condition $E'=0$. $\square$

The weight can now be read as $\frac{11}{32}=\langle zS\rangle/\langle z\rangle$. It is the average fraction of the inversion charge that contributes to the field at an electron, with each electron counted in proportion to its distance from the interface. The plain average of that fraction is larger:

$$\langle S\rangle=-\int_0^\infty SS'dz=\frac12 .$$

The distant electrons, which feel the weaker field, have more influence on the width.

**Remark on the subband level.** The energy of one electron in the full potential is

$$\varepsilon=T+\langle V_d\rangle+\langle V_s\rangle=E+\frac12\langle V_s\rangle. \tag{15}$$

This is the subband level measured from the band edge at the interface. It is not the energy per electron, because the sum of $\varepsilon$ over all electrons counts the interaction twice. If $\varepsilon$ is minimised with $V_s$ changing along with $b$, the inversion term in (12) is doubled, and the weight becomes $\frac{11}{16}$. In Proposition 1 the level is also varied, but in a fixed potential, and self-consistency is imposed afterwards. That is a different procedure and leads to the right weight. Numerical minimisations test all three cases: the Hartree energy and the frozen potential both give 0.3438, and the doubly counted energy gives 0.6875.

### Comparison with the full Hartree solution

The trial function can be judged against the function that minimises the same Hartree energy without any restriction on its form. That function is the lowest state in its own self-consistent potential.

**Proposition 2.** Let $\psi_0$ be the lowest state, with level $\varepsilon_0$, in the potential $V_d+V_s$ which it produces itself. No normalised function vanishing at $z=0$ has a lower Hartree energy than $\psi_0$.

*Proof.* Let $S_0$ belong to $\psi_0$ and $S$ to any other admissible function, and put $c=4\pi N_s/\kappa$. The average of the potential made by $\psi_0$ over the other density is $c\int SS_0\,dz$; this follows from the same integration by parts as $\langle V_s\rangle=c\int S^2dz$. Write

$$\frac c2\int S^2dz=c\int SS_0\,dz-\frac c2\int S_0^2dz+\frac c2\int(S-S_0)^2dz .$$

Add $T+\langle V_d\rangle$ of the other function to both sides. The left side becomes its Hartree energy. On the right, $T+\langle V_d\rangle+c\int SS_0dz$ is its energy in the fixed potential of $\psi_0$, which is at least $\varepsilon_0$ by the variational principle. The last integral is not negative. The Hartree energy is thus at least $\varepsilon_0-\frac c2\int S_0^2dz$, which by (15) is the Hartree energy of $\psi_0$. $\square$

The energy (13) is therefore an upper bound to the full one-subband Hartree minimum. It is not in general a bound on the energy of the real electrons. Exchange and correlation, which are left out, lower the energy, but the in-plane kinetic energy is left out too and raises it, and the image potential can also raise it.

The relative excess of (13) over the full minimum depends on $N_d/N_s$ alone. To see this, measure $z$ in units of a length $\ell$. For any given shape the kinetic energy is a number times $1/(m\ell^2)$, and the electrostatic energy is $N_s\ell/\kappa$ times a function of $N_d/N_s$. With $\ell^3=\kappa/(mN_s)$ the two prefactors are equal, and they cancel from the ratio of energies.

**The limit of few electrons.** For $N_s\to0$ the potential is $Fz$ with $F=4\pi N_d/\kappa$. The equation $-\psi''/(2m)+Fz\psi=\varepsilon\psi$ becomes $d^2\psi/d\xi^2=\xi\psi$ in the variable $\xi=(2mF)^{1/3}(z-\varepsilon/F)$. Its decaying solution is the Airy function $\mathrm{Ai}(\xi)$. It must vanish at $z=0$, so that $-(2mF)^{1/3}\varepsilon/F$ is a zero $a_1$ of that function, the one nearest the origin for the lowest state:

$$\varepsilon_{\rm Airy}=|a_1|\left(\frac{F^2}{2m}\right)^{1/3}.$$

The trial result has $b^3=12mF$, hence $E=\frac38\,12^{2/3}(F^2/m)^{1/3}$. Both energies scale alike, and the trial energy is 5.9 percent above the Airy level for any triangular well.

**The limit of no depletion charge.** For $N_d=0$ the excess over the full Hartree minimum is 1.5 percent. In this limit the potential no longer rises without end: far out, $V_s$ tends to $4\pi N_s\langle z\rangle/\kappa$, by (4). The lowest state then decays exponentially far out, as the trial function does apart from its factor $z$, though at a rate about 0.8 times $b/2$, whereas the Airy function falls off faster. The finite depth of this well limits assumption 2. The level lies below the rim by an amount proportional to $N_s^{2/3}$, while the in-plane Fermi energy grows as $N_s$. For the $m$, $\kappa$ and $N_s$ of the example below the level is bound by only 0.0055 eV, less than the Fermi energy of 0.0060 eV found there, so for those values the limit $N_d=0$ is a formal one-subband problem and not an actual filling.

### Where the trial function is poor

A good energy does not ensure a good wavefunction everywhere. Multiply the Schrödinger equation of the full Hartree state by $\psi'$ and integrate over $z$. The kinetic term gives $\psi'(0)^2/(4m)$. The potential term is $\frac12\int V(\psi^2)'dz=-\frac12\langle V'\rangle$, and the term in $\varepsilon$ vanishes because $\psi^2$ is zero at both ends. Hence, using (11) and $\langle S\rangle=\frac12$,

$$\psi'(0)^2=2m\langle V'\rangle=\frac{8\pi m}{\kappa}\left(N_d+\frac{N_s}{2}\right). \tag{16}$$

This expresses the balance between the push of the field and the reaction of the barrier. The trial function has $\psi'(0)^2=b^3/2=24\pi mN^*/\kappa$. Its squared slope at the barrier therefore exceeds that of the full solution by the factor

$$\frac{3\left(N_d+\frac{11}{32}N_s\right)}{N_d+\frac12N_s},$$

which is 3 without inversion charge and $\frac{33}{16}\approx2.1$ without depletion charge. The trial function satisfies the balance (14), which governs its width, but not the balance (16). It should not be used for quantities set by the density close to the barrier, such as leakage into a barrier of finite height.

### Worked example

Take the round model parameters $m=0.9$, $\kappa=12$, $N_s=10^{-4}$ Å$^{-2}$, $N_d=2\times10^{-5}$ Å$^{-2}$ and $z_d=2000$ Å. They stand for no particular material. The masses and permittivity resemble those of silicon, but the total band bending they imply is only about 0.34 eV. In equilibrium at zero temperature this would invert a gap near 0.3 eV; silicon at the same doping would need a depletion layer almost twice as thick. The weighted density is

$$N^*=2\times10^{-5}+\frac{11}{32}\times10^{-4}=5.4375\times10^{-5}\ \text{Å}^{-2}.$$

With lengths in Å, equation (3) acquires one factor of the Bohr radius, 0.52918 Å, in the denominator:

$$b^3=\frac{48\pi\times0.9}{12}\times\frac{5.4375\times10^{-5}}{0.52918}=1.162\times10^{-3}\ \text{Å}^{-3},\qquad b=0.1051\ \text{Å}^{-1}.$$

The density peaks at $2/b=19.0$ Å, the mean position is $3/b=28.5$ Å (53.9 bohr), and the rms spread is 16.5 Å.

For the energies, one hartree times the Bohr radius is 14.40 eV Å, and one hartree times its square is 7.620 eV Å$^2$. Then

$$T=\frac{7.620\times0.10514^2}{8\times0.9}=0.0117\ \text{eV},$$

$$\langle V_d\rangle=\frac{12\pi\times14.40\times2\times10^{-5}}{12\times0.10514}=0.0086\ \text{eV},$$

$$\langle V_s\rangle=\frac{33\pi\times14.40\times10^{-4}}{4\times12\times0.10514}=0.0296\ \text{eV}.$$

The Hartree energy per electron is $0.0117+0.0086+0.0148=0.0351$ eV (0.00129 hartree), which is $3T$ as (13) requires. The subband level contains the whole of $\langle V_s\rangle$ and is 0.0499 eV.

The full Hartree solution, taken like the trial result in the linear depletion potential, has the energy 0.0342 eV (0.0341 eV with the finite $z_d$), so the trial energy is 2.6 percent above it. This lies between the two limits found above. The full subband level is 0.0489 eV and the full mean position 26.8 Å. The trial function places the electrons about 6.5 percent too far out, relative to the full solution. Here the error in the mean position is larger than that in the energy. For $N_s=0$ the two are equal, 5.9 percent, because both the trial function and the Airy function have $\langle z\rangle=2E/(3F)$.

The weight $\frac{11}{16}$ would give a mean position of 24.2 Å, about 15 percent less than the value for the right weight. The Hartree energy rises only to 0.0361 eV, by less than 3 percent. The reason is the flat minimum. If $b$ is replaced by $\lambda b$, the kinetic part of $E_{\min}=T+2T$ is multiplied by $\lambda^2$ and the electrostatic part by $1/\lambda$, so that

$$\frac{E(\lambda b)}{E_{\min}}=\frac13\left(\lambda^2+\frac2\lambda\right)\approx1+(\lambda-1)^2$$

for $\lambda$ near one. An error in the width enters the energy in second order. A reasonable energy is therefore weak evidence for a correct width.

### Conditions of validity

**Depth of the depletion layer.** Keeping the term in $z/z_d$ in (5) multiplies $V_d$ by $1-z/(2z_d)$. Its mean becomes

$$\langle V_d\rangle=\frac{4\pi N_d}{\kappa}\left(\frac3b-\frac{6}{b^2z_d}\right)=\frac{12\pi N_d}{\kappa b}\left(1-\frac{2}{bz_d}\right).$$

In the example the relative correction $2/(bz_d)$ is 0.95 percent, and renewed minimisation moves the mean position from 28.5 to 28.6 Å. The linear potential is adequate here. It fails when the depletion layer is so thin that $bz_d$ is no longer large.

**One occupied subband.** Let the in-plane mass be $m_\parallel=0.2$ and let there be $g=2$ equivalent valleys. In two dimensions each valley has $m_\parallel/\pi$ states per unit area and energy, both spins included. The electrons fill the subband up to

$$E_F=\frac{\pi N_s}{g\,m_\parallel}=0.0060\ \text{eV}$$

above its bottom. The next level in the full Hartree potential lies 0.0179 eV above the first (0.0177 eV with the finite depletion depth), so it is empty at zero temperature. The thermal energy at room temperature, about 0.026 eV, exceeds this spacing, and the higher subband would then be populated. Valleys with another mass along $z$ would have levels of their own, which this check does not include.

**The channel and the band.** The half-space model needs a channel much thicker than $3/b$. In a thinner film the second barrier confines the electrons as well, and (1) does not vanish there. In a band that is not parabolic the mass depends on energy, and a single $m$ no longer describes the confinement. This matters most when the level (15) is not small compared with the energy over which the mass changes.

**Effects beyond the mean field.** Exchange and correlation add energies that depend on the width of the layer, and so does the image potential when barrier and semiconductor have different permittivities. Each would add its own term to (12) and shift the minimum. At densities like those of the example these terms need not be small beside the Hartree energy, so the formula is a first estimate of the width of a real layer. The weight $\frac{11}{32}$ belongs to the Hartree energy of the trial shape (1). The numerical output below gives the values used here to further digits.

## Calculated quantities

```
mass along z: 0.90 electron masses
permittivity kappa: 12.0
inversion density Ns: 1.000e-04 1/angstrom^2
depletion density Nd: 2.000e-05 1/angstrom^2
depletion depth: 2000 angstrom
in-plane mass: 0.20 electron masses
equivalent valleys: 2
hartree: 27.21139 eV
bohr: 0.529177 angstrom
integral of S, times b: 3
integral of S^2, times b: 33/16
mean |z-z'|, times b: 15/8
weighted density Nd+11/32 Ns: 5.4375e-05 1/angstrom^2
b from formula: 0.10514 1/angstrom
b from numerical minimum: 0.10514 1/angstrom
b in atomic units: 0.05564 1/bohr
weight from numerical minimum: 0.34375
weight, frozen potential: 0.34375
weight, pairs counted twice: 0.68749
11/32: 0.34375
11/16: 0.68750
density peak 2/b: 19.02 angstrom
mean position 3/b: 28.53 angstrom
mean position 3/b: 53.92 bohr
rms spread sqrt(3)/b: 16.47 angstrom
kinetic energy T: 0.01170 eV
mean depletion potential: 0.00861 eV
mean inversion potential: 0.02958 eV
Hartree energy per electron: 0.03509 eV
Hartree energy per electron: 0.001290 hartree
subband level: 0.04989 eV
mean position, wrong weight: 24.24 angstrom
Hartree energy, wrong weight: 0.03609 eV
full Hartree energy: 0.03419 eV
trial energy excess: 2.63 percent
full Hartree subband level: 0.04891 eV
full Hartree mean position: 26.79 angstrom
spacing to next level: 0.01788 eV
Fermi energy above subband: 0.00598 eV
depth correction 2/(b zd): 0.95 percent
mean position, finite depth: 28.60 angstrom
Ns=0: mean position: 39.83 angstrom
Ns=0: trial energy: 0.01802 eV
Ns=0: Airy energy: 0.01701 eV
Ns=0: excess: 5.92 percent
Nd=0: mean position: 33.25 angstrom
Nd=0: trial energy: 0.02585 eV
Nd=0: full Hartree energy: 0.02547 eV
Nd=0: excess: 1.51 percent
```
